# Bond-Angle Disorder in Amorphous Silicon: Which Band Edge Responds More, and When

## The decision

Anyone who builds a disordered Hamiltonian for subgap absorption or carrier trapping in amorphous silicon must decide how to divide the disorder between the two band edges. A tempting choice is to give bond-angle disorder mainly to the valence edge, because that edge is made of directional p orbitals.

In the simple model used here, the angular dependence of the couplings supports this choice for one kind of distortion, one that is repeated coherently over the region occupied by the state. That support is lost when both edges are given strain responses like those of crystalline silicon, and it does not carry over to a connected network. In the 64-atom networks treated below, the conduction edge moves about four times as far as the valence edge; in 216-atom networks the factor is nearer three. These notes isolate the contributions and show where the usual argument holds and where it stops.

The model has orthogonal orbitals s, p$_x$, p$_y$, p$_z$ and s* on each atom, where s* stands for higher orbitals. Only nearest neighbours couple, through two-centre terms, and bond lengths are fixed. Spin-orbit coupling is left out. No factors of $\hbar$ or mass appear in the algebra, and energies are in eV.

## Contribution 1: what an angle does to each coupling

Let $\mathbf d$ be the unit vector from atom A to its neighbour B. Split a p orbital along $\mathbf n$ into a part along the bond and a part across it: $\mathbf n=(\mathbf n\cdot\mathbf d)\mathbf d+\mathbf n_\perp$. Axial symmetry forbids coupling between an s orbital and the part across the bond. Hence

$$\langle s_A|H|s_B\rangle=V_{ss},\qquad \langle s_A|H|p_{n,B}\rangle=V_{sp}\,\mathbf n\cdot\mathbf d,\qquad \langle p_{n,A}|H|s_B\rangle=-V_{sp}\,\mathbf n\cdot\mathbf d .$$

The last sign is negative because the bond points along $-\mathbf d$ when seen from B. The s* orbital couples to p in the same way, with $V_{s^*p}$; its other intersite couplings are dropped.

For two p orbitals, the parts along the bond couple through $V_\sigma$ and the parts across it through $V_\pi$. Since $\mathbf n_\perp\cdot\mathbf n'_\perp=\mathbf n\cdot\mathbf n'-(\mathbf n\cdot\mathbf d)(\mathbf n'\cdot\mathbf d)$,

$$\langle p_{n,A}|H|p_{n',B}\rangle=V_\pi\,\mathbf n\cdot\mathbf n'+\Delta(\mathbf n\cdot\mathbf d)(\mathbf n'\cdot\mathbf d),\qquad \Delta=V_\sigma-V_\pi .$$

The s-s coupling ignores angles, the s-p coupling is linear in $\mathbf d$, and the p-p coupling is quadratic. A band edge responds according to which of these terms its wave function uses.

To measure the disorder, give each of the four bond vectors $\mathbf d_i$ an independent small change $\delta\mathbf d_i\perp\mathbf d_i$, with standard deviation $t$ for each of its two components. From $\cos\theta=\mathbf d_i\cdot\mathbf d_j$,

$$-\sin\theta\,\delta\theta=\delta\mathbf d_i\cdot\mathbf d_j+\mathbf d_i\cdot\delta\mathbf d_j .$$

The part of $\mathbf d_j$ perpendicular to $\mathbf d_i$ has length $\sin\theta$, so each term on the right has variance $t^2\sin^2\theta$. Therefore $\delta\theta_{\rm rms}=\sqrt2\,t$. An angle rms of 10 degrees, or 0.1745 rad, gives $t=0.1234$.

## Contribution 2: the valence triplet

Any four bond vectors define a crystal with two atoms per cell: A has neighbours along $\mathbf d_i$, B has neighbours along $-\mathbf d_i$, and the differences of the bond vectors generate the lattice. This repeats one distorted tetrahedron coherently. At the zone centre all Bloch phases are one, and the couplings add to

$$4V_{ss},\qquad V_{sp}\mathbf S,\qquad T=4V_\pi I+\Delta Q,\qquad \mathbf S=\sum_i\mathbf d_i,\quad Q=\sum_i\mathbf d_i\mathbf d_i^{T}.$$

Inversion about a bond centre exchanges A and B. The states therefore obey $s_B=\eta s_A$ and $\mathbf p_B=-\eta\mathbf p_A$, with $\eta=\pm1$. Inserting this into the equations for atom A, with s* omitted for the moment, gives

$$E s=(E_s+4\eta V_{ss})s-\eta V_{sp}\mathbf S\cdot\mathbf p,\qquad E\mathbf p=(E_p-\eta T)\mathbf p-\eta V_{sp}\mathbf S\,s .$$

In the ideal tetrahedron $\mathbf S=0$ and $Q=\tfrac43I$. The case $\eta=+1$ contains the p-bonding triplet at

$$E_v=E_p-\tfrac43(V_\sigma+2V_\pi).$$

The round, silicon-like parameters are $E_s=-4.2$, $E_p=1.7$, $E_{s^*}=6.7$, $V_{ss}=-2.1$, $V_{sp}=2.5$, $V_{s^*p}=2.3$, $V_\sigma=2.7$ and $V_\pi=-0.7$ eV. They give $\Delta=3.4$ eV and $E_v=1.7-1.733=-0.033$ eV.

Distortion makes $\mathbf S$ nonzero, but $\mathbf S$ couples the triplet only to s and s* levels at other energies, so it acts at second order. The first-order shifts are

$$\delta E=-\Delta\,\mathrm{eig}(\delta Q),\qquad \delta Q=\sum_i(\delta\mathbf d_i\mathbf d_i^T+\mathbf d_i\delta\mathbf d_i^T).$$

Since $\mathrm{Tr}\,Q=4$ for any unit vectors, angles cannot move the mean of the triplet at this order. They split it, and one level must rise into the gap whenever $\delta Q\neq0$.

For one bond, $\mathbf d\cdot\delta\mathbf d=0$ makes the trace of the squared bracket equal to $2|\delta\mathbf d|^2$, with mean $4t^2$. Different bonds are independent, so four bonds give $\langle\mathrm{Tr}\,\delta Q^2\rangle=16t^2$. Dividing by the three levels,

$$R_v^2=\tfrac{16}{3}\Delta^2t^2,\qquad R_v=\frac{4\Delta t}{\sqrt3}.$$

Here $R_v$ is an rms level shift under a coherent distortion, not the decay energy of a band tail. The formula gives $R_v/t=7.852$ eV, and diagonalization of random distortions with $t=10^{-3}$ gives 7.855 eV. If the p-p couplings keep their ideal angles while the s-p and s*-p couplings follow the distorted bonds, the latter value falls to 0.0017 eV. In this setting the p-p angles cause the valence response.

## Contribution 3: a pure s-antibonding level

The case $\eta=-1$ contains an s-antibonding level at $E_s-4V_{ss}=4.2$ eV and a p-antibonding triplet at $E_p+\tfrac43(V_\sigma+2V_\pi)=3.433$ eV. The s level has no first-order angular shift, because $V_{ss}$ ignores angles. At second order,

$$\delta E_s=\frac{V_{sp}^2|\mathbf S|^2}{4.2-3.433\ \text{eV}} .$$

This shift is upward because the p level lies below. For $t=10^{-4}$ the mean shift from diagonalization is 0.9999 of the formula.

A vanishing first-order shift does not mean a small shift at 10 degrees. With $\langle|\mathbf S|^2\rangle=8t^2$, the rms coupling is $2.5\sqrt8\times0.1234=0.87$ eV, larger than the 0.767 eV separation. The second-order formula has then lost its validity. Nor is this level the conduction edge of the model, which lies lower and away from the zone centre.

## Contribution 4: the mixed conduction doublet at X

Silicon has conduction valleys near the X points, and the simplest representative is the doublet at X. Take ideal bonds along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, each divided by $\sqrt3$. For the z valley the Bloch phases, after a common factor is absorbed into the B orbitals, are the signs $f_i=\sqrt3\,d_{iz}=\pm1$. Then

$$\sum_if_i=0,\qquad \sum_if_id_{iz}=\frac4{\sqrt3},\qquad \sum_if_id_{iz}^2=0,$$

and the sums of $f_id_{ix}$, $f_id_{iy}$, $f_id_{iz}d_{ix}$ and $f_id_{iz}d_{iy}$ vanish. The orbitals $s_A$, $s^*_A$ and $p_{z,B}$ therefore form a closed set:

$$h=\begin{pmatrix}E_s&0&W\\0&E_{s^*}&W_*\\W&W_*&E_p\end{pmatrix},\qquad W=\frac{4V_{sp}}{\sqrt3},\quad W_*=\frac{4V_{s^*p}}{\sqrt3}.$$

The middle eigenvalue $E_c$, with amplitudes $a,b,c$, is the edge considered here. Its degenerate partner has amplitudes $a,b$ on $s_B,s^*_B$ and $-c$ on $p_{z,A}$. The model gives $E_c=1.702$ eV and weights 0.310, 0.366 and 0.324 on s, s* and p.

Now distort the bonds and define $D_1=\sum_if_i\delta d_{iz}$ and $D_2=\sum_i\delta d_{iz}$. Both states shift through their s-p and s*-p terms by $gD_1$, where

$$g=2c(aV_{sp}+bV_{s^*p}).$$

For the partner, the minus sign of its p amplitude cancels the minus sign of the p-s coupling, so the shift is the same. The two states are mixed by the p-p term. Since $f_id_{iz}=1/\sqrt3$, the mixing element is

$$-c^2\Delta\sum_i2f_id_{iz}\delta d_{iz}=-\frac{2}{\sqrt3}c^2\Delta D_2 .$$

The first-order shifts are consequently

$$\delta E=gD_1\pm\frac2{\sqrt3}c^2\Delta|D_2| .$$

The p row of the eigenvalue equation, $aW+bW_*=(E_c-E_p)c$, turns $g$ into

$$g=\frac{\sqrt3}{2}c^2(E_c-E_p).$$

The s orbital below pushes the edge up from the bare p energy, and s* above pushes it down. In this model the pushes almost cancel and $g=0.0006$ eV. That near-perfect cancellation belongs to the chosen parameters and is not a law of silicon.

The variance of $\delta d_{iz}$ is $t^2(1-d_{iz}^2)=\tfrac23t^2$, so $D_1$ and $D_2$ each have variance $\tfrac83t^2$. Averaging the squared shifts over the two levels removes the cross term:

$$R_c^2=\frac83t^2\left(g^2+\frac43c^4\Delta^2\right).$$

## Weighing the coherent responses

Comparing $R_c^2$ with $R_v^2$ gives the condition for the larger valence response:

$$R_c<R_v\quad\Longleftrightarrow\quad g^2<\Delta^2\left(2-\tfrac43c^4\right).$$

When $g$ is negligible, $R_c/R_v=\sqrt{2/3}\,c^2$. The valence triplet is entirely p-like and feels the full p-p response, whereas the X doublet has only about one third p weight.

At 10 degrees the first-order values are

$$R_v=7.852\times0.1234=0.969\ \text{eV},\qquad R_c=2.077\times0.1234=0.256\ \text{eV},$$

a ratio of 3.78. Diagonalization at the same disorder gives 0.911 and 0.247 eV, about 6 and 3 to 4 percent below the respective first-order values.

Removing s* while holding the other parameters fixed tests how much rests on the cancellation. The p weight rises to 0.728 and $g$ to 2.226 eV, and the ratio $R_v/R_c$ drops to 1.33. The order survives, but most of the contrast is gone.

## Contribution 5: the uniaxial response missing from the model

A traceless strain multiplies $d_z$ by $1+\tfrac23\epsilon$ and $d_x,d_y$ by $1-\tfrac13\epsilon$. It leaves bond lengths unchanged at first order, so it is a pure angle distortion. It gives $D_2=0$ and $D_1=8\epsilon/(3\sqrt3)$. Writing the z-valley shift as $\tfrac23\Xi_u\epsilon$,

$$\Xi_u=2c^2(E_c-E_p),\qquad g=\frac{\sqrt3}{4}\Xi_u .$$

For the valence triplet, $\delta Q_{zz}=\tfrac{16}{9}\epsilon$ and $\delta Q_{xx}=\delta Q_{yy}=-\tfrac89\epsilon$. The splitting is $\tfrac83\Delta\epsilon$. Setting it equal to $3|b|\epsilon$ gives $|b|=\tfrac89\Delta=3.02$ eV.

The model has $\Xi_u=0.001$ eV at X and 0.65 eV at its actual conduction minimum, which lies at 0.73 of the way from the zone centre to X. Crystalline silicon has a value of roughly 9 eV at its minimum. This is a serious defect for the present question. With the model's valence response held fixed, the two widths become equal at

$$\Xi_u=\frac4{\sqrt3}\Delta\sqrt{2-\tfrac43c^4}=10.7\ \text{eV}.$$

The valence constant also needs correction, since the crystal has $|b|$ of roughly 2 eV. The diagonal elements of $\delta Q$ carry $\tfrac{32}{3}t^2$ of the total $16t^2$: each bond contributes $3\times4\times\tfrac13\times\tfrac23t^2=\tfrac83t^2$. Replacing $\Delta$ by $\tfrac98|b|=2.25$ eV in that part alone gives

$$R_v=t\sqrt{\tfrac{32}{9}(2.25)^2+\tfrac{16}{9}(3.4)^2}=0.77\ \text{eV}.$$

For the conduction edge, $\Xi_u=9$ eV is inserted by hand through $g=\tfrac{\sqrt3}{4}\Xi_u$, with the p-p part kept; the model's own levels do not produce this value. The result is $R_c=0.83$ eV. The ratio is 0.93, which such rough inputs cannot distinguish from one. With crystal-like strain constants at both edges, the orbital argument therefore does not establish a larger valence response.

## Contribution 6: what a connected network does

Atoms in a network share bonds, so neighbouring tetrahedra cannot distort independently. In the periodic networks considered here, this removes the first-order term that favoured the valence edge.

Consider a periodic cubic network with diamond connectivity. Group its bonds into the four classes $i$ of the ideal crystal. Every A atom and every B atom occurs once in each class. To first order, the mean change of a bond in class $i$ is therefore $\mathbf w+(\delta L/L)R\,\mathbf d_i$. Here $\mathbf w$ is the mean displacement of B atoms relative to A atoms, $R$ the bond length and $L$ the box edge. Fixed lengths require

$$\mathbf d_i\cdot\mathbf w+R\frac{\delta L}{L}=0\qquad\text{for all four }i .$$

Summing over $i$ and using $\sum_i\mathbf d_i=0$ gives $\delta L=0$. Then $\mathbf d_i\cdot\mathbf w=0$ for all $i$, so $\mathbf w=0$. The mean $\delta\mathbf d_i$ vanishes in every class.

The ideal valence triplet has equal amplitude in every cell, so its first-order matrix is $-\Delta$ times the cell average of $\delta Q$, which is now zero. The coherent term that produced $R_v$ has been removed by connectivity and the cubic box. What remains is of second order in the distortion: mixing with other states, and the second-order change of $Q$ within the triplet itself.

The cell averages of $D_1$ and $D_2$ vanish for the same reason, so the coherent first-order shifts of the X doublet are removed as well. The cancellation therefore does not by itself decide which edge moves more. It also says nothing about couplings between different conduction valleys, which arise from distortions that vary from cell to cell.

Thirty 64-atom networks were made at each of two disorder strengths, with all bonds held at 2.35 angstrom. Shifts toward the gap, measured from the edges of the ideal cell ($-0.033$ and 1.588 eV) and given with standard errors of the mean, are:

| Angle rms | Valence shift | Conduction shift |
|---|---|---|
| 4.75° | 0.019 ± 0.001 eV | 0.076 ± 0.003 eV |
| 10.04° | 0.081 ± 0.003 eV | 0.328 ± 0.013 eV |

The conduction edge moves more, by a factor of about four in both rows. The size of the shifts depends on the cell: twelve 216-atom networks with an angle rms of 10.3 degrees give 0.071 ± 0.003 eV for the valence edge and 0.201 ± 0.012 eV for the conduction edge, a factor of 2.8. The order is the same, but the factor of four belongs to the 64-atom cell. That cell does not sample the conduction minimum of the crystal: its mean shifted edge, $1.588-0.328=1.260$ eV, still lies above the minimum at 1.237 eV. With a Bloch twist that places the minimum in the cell, the conduction shift at 10.5 degrees is about 0.16 ± 0.03 eV, roughly twice the valence shift. Six 512-atom networks at 10.4 degrees give 0.059 ± 0.001 and 0.187 ± 0.023 eV, a factor near three, so the valence shift is still falling with cell size and neither shift should be taken as converged. In the 64-atom networks the conduction edge also has the larger sample-to-sample scatter: 0.072 against 0.015 eV at the stronger disorder. The conduction figure is poorly determined: another set of sixteen networks at 10.5 degrees gives about 0.15 against 0.02 eV. This is the reverse of the order suggested by the coherent calculation.

The valence shift grows by a factor of 4.3, close to the squared ratio of the angles, 4.5, as the cancellation above leads one to expect. The conduction shift also grows by 4.3, but two strengths do not establish a law for it. Freezing the p-p angles lowers the valence shift at 10.04 degrees from 0.081 to 0.006 eV. The p-p couplings thus still control the valence edge; they simply do not make it the more strongly shifted edge. Freezing them also lowers the conduction shift to about 0.02 eV, so in these networks they drive both edges.

The conduction edge of these networks is not the X doublet. The ideal cell has its lowest conduction level at 1.588 eV, below the 1.702 eV of X, and this sixfold level, halfway from the zone centre to X, already has a p weight of 0.60 instead of 0.324 (at the model's true minimum the weight is 0.47). The disordered edge stays near 0.59. More p weight and a larger number of nearby conduction states could both increase the mixing. That explanation is a conjecture, since the two influences were not separated.

## Beside real amorphous silicon

A bond length of 2.35 angstrom and an angle rms near 10 degrees are roughly typical of amorphous silicon. In good hydrogenated material the valence tail has a decay energy of roughly 0.05 eV and the conduction tail roughly half that. The networks here do not reproduce this order, and their edge shifts are not decay energies.

Several assumptions separate the model from the material:

- **Topology.** Real networks contain rings absent from diamond, so the four bond classes and the cancellation built on them are lost. A region of a large sample may also carry a net distortion that a small cubic box forbids. Either could restore part of the first-order valence term; the size of that effect is not computed here.
- **Conduction band.** On the line from the zone centre to X, the model's minimum lies at 0.73 of the way and at 1.237 eV, which the 64-atom cell does not reach. The transverse valley mass of the model is 1.6 electron masses, against about 0.19 in silicon, and the band has the same energy at W as at X, so the 64-atom cell holds 18 states at 1.702 eV. The model therefore has too many low conduction states, which may inflate the conduction shift in the networks; the size of that effect is not computed here. The weak uniaxial response is a further fault, and correcting it in the coherent estimate raises $R_c$ from 0.26 to 0.83 eV.
- **Bond lengths.** A rough 2 percent length rms at ideal angles, with couplings varying as the inverse square of length, gives coherent widths of 0.133 eV for the valence triplet and 0.063 eV for the X doublet. These are smaller than the angular values but not negligible beside a tail energy. The thermal energy at 300 K is 0.026 eV.

## What to put in the calculation

Angle-dependent p-p couplings should be kept for the valence edge, since freezing them removes nearly all its angular response in both settings studied. Keeping the conduction edge sharp is a separate assumption. It is justified at first order for a pure s-antibonding edge well separated from p levels, and a smaller conduction width follows for a coherently distorted X doublet when $g^2<\Delta^2(2-\tfrac43c^4)$.

Outside those conditions, both edges should be computed from the same disordered structures, using a Hamiltonian that reproduces the uniaxial response of the conduction valleys. An observed valence tail broader than the conduction tail is not, by itself, evidence that bond angles caused the difference. The numerical output covers the coherent responses and the 64-atom networks.

## Calculated quantities

```
Model parameters (eV): Es=-4.2, Ep=1.7, Ex=6.7, ss=-2.1, sp=2.5, xp=2.3, sig=2.7, pi=-0.7
D = Vpp_sigma - Vpp_pi: 3.40 eV
Valence top: -0.033 eV; X conduction edge: 1.702 eV
Gap to X edge: 1.736 eV
X edge weights s, s*, p: 0.310, 0.366, 0.324
X edge response g: 0.0006 eV; without s*: 2.226 eV
p weight of X edge without s*: 0.728
s-antibonding level: 4.200 eV; p-antibonding level: 3.433 eV
s-level shift, found / second-order formula: 0.9999
Rv/t formula, diagonalized: 7.852, 7.855 eV
Rc/t formula, diagonalized: 2.077, 2.092 eV
Rc/t without s*, formula, diagonalized: 5.914, 5.945 eV
Rv/t with p-p angles frozen: 0.0017 eV
Example angle rms: 10.0 degrees; t = 0.1234
First-order Rv, Rc at this angle rms: 0.969, 0.256 eV
Ratio Rv/Rc: 3.78; without s*: 1.33
Full diagonalization at this angle rms, Rv, Rc: 0.911, 0.247 eV
Bond-length rms 2 percent (rough) alone, Rv, Rc: 0.133, 0.063 eV
Thermal energy at 300 K: 0.0259 eV
Conduction minimum on Gamma-X line: at 0.73 of the way, 1.237 eV
Model uniaxial constants Xi_u, |b|: 0.001, 3.022 eV
Xi_u without s*: 5.141 eV
Critical Xi_u for Rc = Rv: 10.71 eV
Rough crystal Xi_u, |b| inserted: 9, 2 eV
Rv, Rc with these rough constants: 0.766, 0.826 eV; ratio 0.93
Networks: 64 atoms, bond length 2.35 angstrom, 30 samples per amplitude
Ideal network edges: -0.033, 1.588 eV
Initial displacement 0.15 angstrom: angle rms 4.75 degrees
  valence edge shift into gap: 0.019 +- 0.001 eV, scatter 0.006 eV
  conduction edge shift into gap: 0.076 +- 0.003 eV, scatter 0.017 eV
  p weight of valence, conduction edge: 0.989, 0.574
  valence shift with p-p angles frozen: 0.001 +- 0.000 eV
Initial displacement 0.30 angstrom: angle rms 10.04 degrees
  valence edge shift into gap: 0.081 +- 0.003 eV, scatter 0.015 eV
  conduction edge shift into gap: 0.328 +- 0.013 eV, scatter 0.072 eV
  p weight of valence, conduction edge: 0.955, 0.590
  valence shift with p-p angles frozen: 0.006 +- 0.001 eV
```
